# Exposed boundary length of randomly overlapping circular amorphous tracks, part 2

Fast heavy ions strike a crystal at normal incidence, at independent, uniformly distributed points. Each makes a disc of radius \(R\) amorphous, with a sharp boundary and no recrystallization during irradiation. We seek \(L\), the exposed crystal-amorphous boundary length per unit surface area (in \(\mathrm{nm^{-1}}\)). In annealing with boundary speed \(v\), the amorphous area fraction \(f\) first falls at the rate \(Lv\). The fluence \(\Phi\) is the number of ions per unit area, \(S\) is the area of a very large region, and \(x=\pi R^2\Phi\).

The first derivation multiplied the total circumference per unit area, \(2\pi R\Phi\), by the probability \(e^{-x}\) that a circumference point is outside all other tracks:

\[
L=2\pi R\Phi\,e^{-\pi R^2\Phi}=\frac{2}{R}\,x e^{-x}.
\]

At fixed \(R\), the maximum is at \(x=1\):

\[
\Phi_*=\frac{1}{\pi R^2},\qquad f_*=1-\frac1e,\qquad L_*=\frac{2}{eR}.
\]

For the example \(R=4.0\ \mathrm{nm}\), the maximum has \(\Phi_*=1.99\times10^{12}\ \mathrm{cm^{-2}}\), \(f=0.632\), \(L_*=0.184\ \mathrm{nm^{-1}}\) and total circumference per unit area \(2/R=0.500\ \mathrm{nm^{-1}}\). At \(x=3\), \(L=0.075\ \mathrm{nm^{-1}}\).

The second derivation starts from the covered area,

\[
f(R,\Phi)=1-e^{-\pi R^2\Phi},
\]

and enlarges every radius from \(R\) to \(R+\delta\), with all centres fixed and \(\delta\) small and positive. The ring added to each track is its shell, of area

\[
s=\pi(R+\delta)^2-\pi R^2=2\pi R\delta+\pi\delta^2 .
\]

A newly amorphous point in just one shell lies in a strip of width \(\delta\) standing on the exposed boundary. Its foot \(\mathbf q\) is the point of the old circumference directly beneath it. An exposed arc of length \(\ell\) carries a strip of area \(\ell\delta+\ell\delta^2/(2R)\), so the leading term of the area gained per unit area is \(L\delta\). Two corrections remain, from shells or strips that meet, and both are of second order in \(\delta\).

1. A new point may lie in two or more shells. The expected number of pairs of shells that contain a given point is \((\Phi s)^2/2\), which is proportional to \(\delta^2\) for small \(\delta\).
2. Part of a strip may run into another old disc or overlap another strip. Its foot \(\mathbf q\) is then between \(R\) and \(R+2\delta\) from another centre. The expected length of such feet per unit area is at most \(2\pi R\Phi\cdot\Phi\,[\pi(R+2\delta)^2-\pi R^2]\), which is of order \(\delta\). Multiplication by the strip width \(\delta\) gives an area of order \(\delta^2\).

Therefore

\[
f(R+\delta,\Phi)-f(R,\Phi)=L\delta+O(\delta^2).
\]

Dividing by \(\delta\) and letting it tend to zero yields

\[
L=\left(\frac{\partial f}{\partial R}\right)_{\Phi}.
\]

The sign is positive because growth of the tracks increases the amorphous area. The fluence is held fixed, since no ions are added in this operation. Differentiating the exponential gives

\[
L=-e^{-\pi R^2\Phi}\,\frac{\partial}{\partial R}\left(-\pi R^2\Phi\right)
=2\pi R\Phi\,e^{-\pi R^2\Phi}.
\]

This is the earlier result, and its maximum with respect to fluence is again at \(f=1-1/e\). The derivative with respect to \(R\) finds the length. The derivative with respect to \(\Phi\), taken afterwards at fixed \(R\), finds the maximum.

### The same idea for annealing

If annealing moves every boundary inward by a small distance \(d\), the amorphous fraction falls by \(Ld\) to first order. The curvature of the arcs and the corners where arcs meet change the loss at order \(d^2\). For \(R=4.0\ \mathrm{nm}\), at the maximum and with \(d=0.4\ \mathrm{nm}\),

\[
Ld=0.184\times0.4=0.074 .
\]

This is about 12 percent of the amorphous area present. The sum of all circumferences would give \(0.500\times0.4=0.20\), too large by the factor \(e\) relative to the exposed-boundary estimate.

The curvature and the corners act in opposite directions. An isolated track loses \(\pi R^2-\pi(R-d)^2=2\pi Rd-\pi d^2\), which for \(d=0.1R\) is 5 percent less than the first-order value. At a corner the crystal also grows into the wedge between the two strips, which adds to the loss. The combined effect at the maximum was examined on a computer-generated pattern. Discs were placed at random at \(x=1\), and a square of side \(80R\) was examined. The exposed boundary was represented by 200 equally spaced points on each circumference, with the covered ones removed. Of 200,000 random points in the square, those inside a disc and within \(0.1R\) of an exposed boundary point were counted as lost. The loss was 0.985 times the product of \(d\) and the boundary length counted in the same pattern. This ratio contains sampling errors, a small reduction caused by the spacing of the boundary points, and the higher-order terms. These were not separated. Curvature alone would give 0.95. The corner term can be calculated. Randomly placed circles cross at \((2\pi R\Phi)^2/\pi\) points per unit area, of which a share \(e^{-x}\) is exposed, and the wedge at an exposed crossing has the mean area \(\pi d^2/4\). The corners therefore add \(\pi x\Phi e^{-x}d^2\), while curvature removes \(Ld^2/(2R)=\pi\Phi e^{-x}d^2\). At \(x=1\) the two cancel at order \(d^2\), and at higher fluence the corners prevail. At low fluence there are few corners, and the 5 percent reduction remains.

### Unequal tracks

Suppose the radii vary independently of the positions and of one another. Angle brackets denote averages over the tracks. A random ion covers a given point with probability \(\pi\langle R^2\rangle/S\), so the crystalline fraction is \(e^{-\pi\langle R^2\rangle\Phi}\). The first derivation multiplies this exposure probability by the total circumference \(2\pi\langle R\rangle\Phi\). The second adds the same \(\delta\) to every radius and uses

\[
\frac{d}{d\delta}\langle(R+\delta)^2\rangle\bigg|_{\delta=0}=2\langle R\rangle .
\]

Both give

\[
L=2\pi\langle R\rangle\Phi\,e^{-\pi\langle R^2\rangle\Phi}.
\]

As a function of fluence this is again a constant times \(\Phi\) times a decaying exponential. Setting its derivative to zero gives \(\pi\langle R^2\rangle\Phi=1\), so the maximum stays at \(f=1-1/e\). Its height is

\[
L_*=\frac{2\langle R\rangle}{e\langle R^2\rangle}
=\frac{2}{e\langle R\rangle(1+c^2)},
\]

where \(c\) is the standard deviation of the radius divided by its mean, and \(\langle R^2\rangle=\langle R\rangle^2(1+c^2)\) was used. With a mean of 4.0 nm and \(c=0.15\), the peak fluence becomes \(1.95\times10^{12}\ \mathrm{cm^{-2}}\) and the peak length \(0.180\ \mathrm{nm^{-1}}\). Both are about 2 percent below the values for equal tracks.

A line scan of a random pattern shows the same behaviour for a much wider spread. A short boundary element at angle \(\theta\) to a scan line presents a width proportional to \(|\sin\theta|\). For random orientation the mean of \(|\sin\theta|\) is \(2/\pi\), so the boundary length per area is \(\pi/2\) times the number of phase changes per unit length of line. Equal numbers of discs with radii 0.5 and 1.5, in units of the mean radius, were scanned along 300 lines of length 300. At \(x=\pi\langle R^2\rangle\Phi=0.5\), 1 and 2, the scan gave \(L=0.486\), 0.592 and 0.432 per mean radius. The formula gives 0.485, 0.589 and 0.433.

### What each derivation assumes

Both derivations assume sharp boundaries, and both use independent impacts to obtain the exponential. They use this independence at different places.

The first derivation needs the probability that a point on one track is covered by another. Independence makes this the same as for an arbitrary point. If the ions were arranged so that tracks avoided one another, the circumference would be exposed more often than an arbitrary point is crystalline, and the step would fail.

The second derivation separates geometry from statistics. The relation \(L=\partial f/\partial R\) requires that all boundaries move by the same distance and that the area contributed by close encounters between shells vanishes faster than \(\delta\). It does not require random positions. For a regular array of separated discs, \(f=\pi R^2\Phi\), and the derivative correctly gives \(L=2\pi R\Phi\). Randomness enters when \(f(R,\Phi)\) is calculated. The price is that \(f\) must be known for neighbouring radii, whereas the first derivation works at a single radius.

Both also show what happens if one impact is not enough. Suppose a point becomes amorphous after at least two impacts within \(R\). The number of covering tracks has a Poisson distribution with mean \(x\), so \(f=1-(1+x)e^{-x}\). A circumference is now a phase boundary where just one other track covers it, which has probability \(xe^{-x}\). The first derivation gives

\[
L=\frac{2x}{R}\,xe^{-x}=\frac{2}{R}x^2e^{-x}.
\]

The second gives the same, since \(\partial f/\partial x=xe^{-x}\) and \(\partial x/\partial R=2x/R\). The derivative of \(x^2e^{-x}\) is \(x(2-x)e^{-x}\), so the maximum is at \(x=2\), where \(f=1-3/e^2\). This is smaller than \(1-1/e\), because \(3>e\). The value \(1-1/e\) is therefore a property of amorphization by single impacts.

### Recrystallization during irradiation

The result need not survive if later ions can restore crystal. A deliberately extreme model shows how strongly the conclusion depends on this. Let each ion make its core of radius \(R\) amorphous and reset the surrounding rim, out to \(\rho R\), to crystal, whatever was there before.

The last ion to land within \(\rho R\) of a point decides its state. At least one such ion has arrived with probability \(1-e^{-\rho^2x}\). Its position is uniform over the area \(\pi\rho^2R^2\), so it lies within \(R\) with probability \(1/\rho^2\). Hence

\[
f=\frac{1-e^{-\rho^2x}}{\rho^2}.
\]

For \(\rho=1.1\) and \(x=1\) this is 0.580, compared with 0.632 without resetting. The boundary changes far more. Line scans of the kind described above, with \(R=4.0\ \mathrm{nm}\), gave \(0.42\ \mathrm{nm^{-1}}\) at \(x=1\) and \(0.73\ \mathrm{nm^{-1}}\) at \(x=3\). The irreversible model falls from 0.184 to \(0.075\ \mathrm{nm^{-1}}\) over the same range. In the extreme model, an ion landing in amorphous material leaves a thin crystalline ring, which has two edges. A real rim without crystal next to it has no seed for such regrowth, so these lengths are not estimates for a material. 
The boundary length of this model can also be calculated. The edge of a core stays a boundary until a later ion lands within \(\rho R\) of it. The outer edge of a rim is a boundary under the same condition, provided that the material just outside was amorphous when the ion arrived. Adding both kinds of edge over all arrival times gives

\[
L=\frac{2}{R}\left[f+\frac{f-xe^{-\rho^2x}}{\rho}\right],\qquad
\frac{dL}{dx}=\frac{2}{R}(1+\rho x)e^{-\rho^2x}.
\]

These expressions hold for \(\rho>1\). They count both edges of every ring, however thin, so they do not reduce to the irreversible result as \(\rho\to1\); at \(\rho=1\) itself there are no rings and \(L=(2/R)xe^{-x}\). For \(\rho>1\) the derivative is positive at every fluence, so in this model the boundary length has no maximum at all. It rises toward \((2/R)(\rho^{-2}+\rho^{-3})\). The theorem can therefore fail when later ions restore crystal.

### Comparison with real tracks

The radius of 4 nm is a round value in the rough range for amorphous tracks left by heavy ions of GeV energy in yttrium iron garnet. The corresponding peak fluence, near \(2\times10^{12}\ \mathrm{cm^{-2}}\), is a model result for that radius. In a real layer the radius changes with depth as the ions slow down, so the peak fluence also changes with depth. A radius spread of 15 percent within one layer moves the peak length by about 2 percent, as found above.

The annealing estimate assumes one speed for all boundaries. In a real crystal the speed of regrowth can depend on the direction in which the boundary moves. The exposed arcs of randomly placed circular tracks face all directions in the surface plane equally on average, so the initial loss rate is then \(L\) times the speed averaged over those directions. The later course of the annealing is not covered by this average.

A tilt of the beam by \(\theta\) turns the surface discs into ellipses of area \(\pi R^2/\cos\theta\). If \(\Phi\) is measured across the beam, the number of impacts per surface area is \(\Phi\cos\theta\). The product is unchanged, and so is \(f\). The length changes by the ratio of the ellipse perimeter to \(2\pi R\), multiplied by \(\cos\theta\). At \(7^\circ\) this lowers \(L\) by 0.4 percent. This refers to the trace of the boundary on the surface. The initial annealing rate does not change. The walls move along their own normals, and in a section perpendicular to the beam the pattern is the same as at normal incidence, so the loss rate remains \(2\pi R\Phi\,e^{-x}v\). For tilted tracks it is therefore not the surface value of \(L\) times \(v\).

The sharp boundary is a stronger idealization. If a disturbed layer of thickness \(w\) lies on the crystal side, the share of the remaining crystal inside it is

\[
1-\exp\{-\pi[(R+w)^2-R^2]\Phi\}.
\]

For \(w=0.5\ \mathrm{nm}\) at the maximum, this is 0.23. The boundary length is still defined by the edge of the amorphous core, but nearly a quarter of the material called crystal is then close enough to that edge to be disturbed. For implantation at lower energies, where damage may build up over several impacts, the single-impact assumption must be established before the fraction \(1-1/e\) is used to choose a dose.
